# Barrier for first-order hydrogen desorption from peak temperatures at several heating rates: verification in Python

```python
"""
Result under test: for first-order desorption during a linear temperature ramp,
    ln(beta/Tp^2) = ln(nu*kB/E) - E/(kB*Tp),
so the slope against 1/Tp gives the barrier E without an assumed prefactor.
Symbols: theta = coverage (fraction of sites), T = temperature (K),
beta = heating rate (K/s), Tp = temperature of maximum desorption rate (K),
E = barrier (eV), nu = prefactor (1/s), kB = Boltzmann constant (eV/K).
Peaks are found by integrating the coverage equation, not from the formula.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

kB = constants.k / constants.e
E = 2.5
nu = 1.0e15
betas = np.array([0.5, 1.0, 2.0, 5.0, 10.0])


def arrhenius(T, prefactor=nu):
    return prefactor * np.exp(-E / (kB * T))


def first_order(theta, T):
    return arrhenius(T) * theta


def simulate(rate, start=620.0, stop=900.0, theta0=1.0, step=0.05):
    """Fourth-order Runge-Kutta in temperature, all heating rates together."""
    T = np.linspace(start, stop, int(round((stop - start) / step)) + 1)
    theta = np.empty((T.size, betas.size))
    theta[0] = theta0
    for i in range(T.size - 1):
        y, t = theta[i], T[i]
        a = -rate(y, t) / betas
        b = -rate(y + step * a / 2, t + step / 2) / betas
        c = -rate(y + step * b / 2, t + step / 2) / betas
        d = -rate(y + step * c, t + step) / betas
        theta[i + 1] = y + step * (a + 2 * b + 2 * c + d) / 6
    return T, theta, rate(theta, T[:, None])


def peak_temperatures(T, signal):
    """Vertex of the parabola through the three highest grid points."""
    peaks = []
    for j in range(signal.shape[1]):
        i = int(np.argmax(signal[:, j]))
        assert 0 < i < T.size - 1
        left, mid, right = signal[i - 1:i + 2, j]
        shift = 0.5 * (left - right) / (left - 2 * mid + right)
        peaks.append(T[i] + shift * (T[1] - T[0]))
    return np.array(peaks)


def fit_line(Tp):
    slope, intercept = np.polyfit(1 / Tp, np.log(betas / Tp**2), 1)
    barrier = -kB * slope
    return barrier, barrier / kB * np.exp(intercept), slope, intercept


# Main test: integrate, find peaks, recover barrier and prefactor.
T, theta, rate = simulate(first_order)
Tp = peak_temperatures(T, rate)
E_fit, nu_fit, slope, intercept = fit_line(Tp)
assert abs(E_fit - E) < 1e-4
assert abs(nu_fit / nu - 1) < 2e-3
for j in range(betas.size):
    turns = np.count_nonzero(np.diff(np.sign(np.diff(rate[:, j]))))
    assert turns == 1
    root = brentq(lambda t: betas[j] * E / (kB * t**2) - arrhenius(t), 500, 1100)
    assert abs(root - Tp[j]) < 1e-3
theta_peak = theta[np.argmax(rate, axis=0), np.arange(betas.size)]

# Initial coverage and starting temperature must not matter.
T2, _, rate2 = simulate(first_order, start=720.0, theta0=0.3)
assert np.max(np.abs(peak_temperatures(T2, rate2) - Tp)) < 1e-3

# Another prefactor moves the peaks but must leave the slope unchanged.
nu_other = 1.0e13
T3, _, rate3 = simulate(lambda y, t: arrhenius(t, nu_other) * y, 700.0, 1050.0)
Tp_other = peak_temperatures(T3, rate3)
E_other, nu_other_fit, _, _ = fit_line(Tp_other)
assert abs(E_other - E) < 1e-4
assert abs(nu_other_fit / nu_other - 1) < 2e-3

# Two-run calculation from temperatures rounded as printed.
Ta, Tb = round(Tp[0], 2), round(Tp[-1], 2)
E_two = kB * np.log(betas[-1] / betas[0] * (Ta / Tb)**2) / (1 / Ta - 1 / Tb)
assert abs(E_two - E) < 2e-3

# Omitting the squared temperature biases the barrier.
E_no_square = -kB * np.polyfit(1 / Tp, np.log(betas), 1)[0]
T_mean = Tp.mean()
assert abs(E_no_square - (E + 2 * kB * T_mean)) < 0.005


# One-run analysis requires an assumed prefactor.
def single_run_barrier(assumed_nu, j=2):
    def mismatch(x):
        return (np.log(betas[j] * x / (kB * Tp[j]**2))
                - np.log(assumed_nu) + x / (kB * Tp[j]))
    return brentq(mismatch, 0.5, 5.0)


E_single_low = single_run_barrier(1e13)
E_single_right = single_run_barrier(nu)
per_decade = kB * Tp[2] * np.log(10) / (1 + kB * Tp[2] / E)
measured_decade = single_run_barrier(nu * 10**0.5) - single_run_barrier(nu / 10**0.5)
assert abs(measured_decade / per_decade - 1) < 0.01
assert abs(E_single_right - E) < 1e-3

# Random temperature errors: linear propagation against random trials.
sigma_T = 2.0
x = 1 / Tp
dx = x - x.mean()
sigma_y = (E / (kB * Tp) + 2) * sigma_T / Tp
sigma_E = kB * np.sqrt(np.sum((dx * sigma_y)**2)) / np.sum(dx**2)
rng = np.random.default_rng(7)
noisy = Tp + sigma_T * rng.standard_normal((20000, betas.size))
xn, yn = 1 / noisy, np.log(betas / noisy**2)
xc = xn - xn.mean(axis=1, keepdims=True)
E_trials = -kB * np.sum(xc * yn, axis=1) / np.sum(xc**2, axis=1)
assert abs(E_trials.std() / sigma_E - 1) < 0.06

# Systematic thermometer errors.
offset, lead_time = 5.0, 1.0
E_offset = fit_line(Tp + offset)[0]
E_lead = fit_line(Tp + betas * lead_time)[0]
assert E_offset > E and E_lead < E

# Pumping lag: tau*d(signal)/dt = rate - signal, rate linear within a step.
tau = 0.2
z = (T[1] - T[0]) / (betas * tau)
decay = np.exp(-z)
average = (1 - decay) / z
signal = np.zeros_like(rate)
signal[0] = rate[0]
for i in range(T.size - 1):
    signal[i + 1] = (decay * signal[i] + (average - decay) * rate[i]
                     + (1 - average) * rate[i + 1])
Tp_pump = peak_temperatures(T, signal)
assert np.all(np.abs((Tp_pump - Tp) / (betas * tau) - 1) < 0.1)
E_pump = fit_line(Tp_pump)[0]
assert E_pump < E


def apparent_barrier(law):
    grid, _, desorption = simulate(law)
    return fit_line(peak_temperatures(grid, desorption))[0]


# Prefactor proportional to temperature.
E_power = apparent_barrier(lambda y, t: first_order(y, t) * t / 800.0)
assert abs(E_power - (E + kB * T_mean)) < 0.005

# Barrier lowered in proportion to coverage.
lowering = 0.10
E_coverage = apparent_barrier(
    lambda y, t: first_order(y, t) * np.exp(lowering * y / (kB * t)))
assert 0 < E - E_coverage < lowering

# Pairing on two-site dimers: only doubly occupied dimers desorb.
pairing = 0.25


def paired_fraction(y, t, energy=pairing):
    q = np.exp(-energy / (kB * t))
    half_single = (-q + np.sqrt(q**2 + 4 * (1 - q) * q * y * (1 - y))) / (2 * (1 - q))
    return y - half_single


for activity in (0.02, 0.2, 2.0):
    weights = np.array([1, 2 * activity, activity**2 * np.exp(pairing / (kB * 780))])
    probabilities = weights / weights.sum()
    filling = probabilities[2] + probabilities[1] / 2
    assert abs(paired_fraction(filling, 780.0) - probabilities[2]) < 1e-12
E_pairing = apparent_barrier(lambda y, t: arrhenius(t) * paired_fraction(y, t))
assert abs(E_pairing - E) < 0.05

# Fully second-order desorption, same initial coverage in every run.
T4, _, rate4 = simulate(lambda y, t: arrhenius(t) * y**2)
Tp_second = peak_temperatures(T4, rate4)
E_second, _, slope4, intercept4 = fit_line(Tp_second)
misfit = np.max(np.abs(np.log(betas / Tp_second**2)
                       - slope4 / Tp_second - intercept4))
assert abs(E_second - E) < 0.02 and misfit < 0.01

# Wigner tunnelling factor for a rough barrier frequency.
wavenumber = 1000.0
quantum = constants.h * constants.c * 100 * wavenumber / constants.e
E_tunnel = apparent_barrier(
    lambda y, t: first_order(y, t) * (1 + (quantum / (kB * t))**2 / 24))
wigner = 1 + (quantum / (kB * T_mean))**2 / 24
assert 0 < E - E_tunnel < 0.03

print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"Input barrier: {E:.3f} eV; input prefactor: {nu:.1e} 1/s")
print("beta (K/s) | Tp (K) | 1000/Tp (1/K) | ln(beta/Tp^2) | coverage at peak")
for b, t, c in zip(betas, Tp, theta_peak):
    print(f"{b:5.1f} | {t:.2f} | {1000/t:.5f} | {np.log(b/t**2):.4f} | {c:.3f}")
print(f"Fitted slope: {slope:.1f} K; intercept: {intercept:.4f}")
print(f"Recovered barrier: {E_fit:.4f} eV = {E_fit*constants.e*constants.N_A/1000:.1f} kJ/mol")
print(f"Recovered prefactor: {nu_fit:.3e} 1/s")
print(f"Barrier from slowest and fastest runs, rounded Tp: {E_two:.4f} eV")
print(f"Other prefactor: {nu_other:.1e} 1/s; recovered barrier: {E_other:.4f} eV")
print(f"Its peaks, slowest and fastest: {Tp_other[0]:.2f}, {Tp_other[-1]:.2f} K")
print(f"Barrier if ln(beta) alone is plotted: {E_no_square:.4f} eV")
print(f"Mean peak temperature: {T_mean:.2f} K; 2*kB*T there: {2*kB*T_mean:.4f} eV")
print(f"One run at {betas[2]:.1f} K/s, assumed 1e13 1/s: {E_single_low:.4f} eV")
print(f"One run, correct prefactor: {E_single_right:.4f} eV")
print(f"One-run barrier change per decade of prefactor: {per_decade:.4f} eV")
print(f"Random temperature error: {sigma_T:.1f} K per peak")
print(f"Barrier uncertainty, formula: {sigma_E:.3f} eV; trials: {E_trials.std():.3f} eV")
print("Apparent barriers when one neglected effect is present:")
print(f"Thermometer reads {offset:.1f} K high: {E_offset:.4f} eV")
print(f"Thermometer leads sample by {lead_time:.1f} s: {E_lead:.4f} eV")
print(f"Pumping time {tau:.1f} s: {E_pump:.4f} eV")
print(f"Pumping shift at {betas[-1]:.1f} K/s: {Tp_pump[-1]-Tp[-1]:.2f} K")
print(f"Prefactor proportional to T: {E_power:.4f} eV")
print(f"Barrier lowered by {lowering:.2f} eV at full coverage: {E_coverage:.4f} eV")
print(f"Pairing energy {pairing:.2f} eV: {E_pairing:.4f} eV")
print(f"Second-order desorption: {E_second:.4f} eV")
print(f"Largest misfit of second-order line in ln(beta/Tp^2): {misfit:.1e}")
print(f"Tunnelling, barrier frequency {wavenumber:.0f} 1/cm: {E_tunnel:.4f} eV")
print(f"Wigner rate factor at mean peak temperature: {wigner:.3f}")
print("OK")
```

Running it gives:

```
Boltzmann constant: 8.617333e-05 eV/K
Input barrier: 2.500 eV; input prefactor: 1.0e+15 1/s
beta (K/s) | Tp (K) | 1000/Tp (1/K) | ln(beta/Tp^2) | coverage at peak
  0.5 | 759.05 | 1.31744 | -13.9573 | 0.386
  1.0 | 772.35 | 1.29474 | -13.2989 | 0.387
  2.0 | 786.12 | 1.27207 | -12.6411 | 0.387
  5.0 | 805.07 | 1.24213 | -11.7724 | 0.388
 10.0 | 820.01 | 1.21950 | -11.1160 | 0.388
Fitted slope: -29011.3 K; intercept: 24.2633
Recovered barrier: 2.5000 eV = 241.2 kJ/mol
Recovered prefactor: 1.000e+15 1/s
Barrier from slowest and fastest runs, rounded Tp: 2.4999 eV
Other prefactor: 1.0e+13 1/s; recovered barrier: 2.5000 eV
Its peaks, slowest and fastest: 856.86, 934.76 K
Barrier if ln(beta) alone is plotted: 2.6360 eV
Mean peak temperature: 788.52 K; 2*kB*T there: 0.1359 eV
One run at 2.0 K/s, assumed 1e13 1/s: 2.1968 eV
One run, correct prefactor: 2.5000 eV
One-run barrier change per decade of prefactor: 0.1519 eV
Random temperature error: 2.0 K per peak
Barrier uncertainty, formula: 0.108 eV; trials: 0.108 eV
Apparent barriers when one neglected effect is present:
Thermometer reads 5.0 K high: 2.5327 eV
Thermometer leads sample by 1.0 s: 2.1787 eV
Pumping time 0.2 s: 2.4319 eV
Pumping shift at 10.0 K/s: 1.91 K
Prefactor proportional to T: 2.5662 eV
Barrier lowered by 0.10 eV at full coverage: 2.4220 eV
Pairing energy 0.25 eV: 2.4990 eV
Second-order desorption: 2.5029 eV
Largest misfit of second-order line in ln(beta/Tp^2): 5.1e-05
Tunnelling, barrier frequency 1000 1/cm: 2.4831 eV
Wigner rate factor at mean peak temperature: 1.139
OK
```
